Ewald and Model Periodic Coulomb Energies of the Exchange-Correlation Hole

**1. What symmetry and dimensions fix**

N electrons occupy a periodic cubic cell of side L and volume V = L³. Atomic units are used, so an electron pair in free space interacts by 1/r. In the periodic cell the usual replacement is the Ewald potential v_E(r): the potential of a unit point charge, all its periodic images, and a uniform background that makes each cell neutral. Its average over the cell is set to zero.

Near the charge, v_E must behave as 1/r plus a smooth function. Inversion symmetry forbids odd powers of the coordinates in that function, and in a cube the one quadratic invariant is r². A potential has the dimension of inverse length here, and L is the sole length available. Therefore

v_E(r) = 1/r + ξ + c r²/V + fourth-order terms,

where c is a pure number and ξ, proportional to 1/L, is the potential of the images and background at the charge itself.

An electron interacts with its exchange-correlation hole, the region from which other electrons are displaced. If the hole has a finite second moment M2, the quadratic term must give an energy error per electron proportional to M2/V. At fixed density V is proportional to N, so the error is of order 1/N. It remains to find c, the sign, and what becomes of the larger term ξ.

**2. Separating the density from the hole**

Let ρ(r) be the electron density and ρ₂(r,r') the density of ordered pairs of different electrons. The hole n_xc(r,r') is defined by

ρ₂(r,r') = ρ(r)ρ(r') + ρ(r)n_xc(r,r').

For each electron at r there are N−1 others, so ∫ρ₂(r,r')dr' = (N−1)ρ(r). The product of densities integrates to Nρ(r), which leaves the sum rule

∫n_xc(r,r')dr' = −1.

The interaction depends on the separation u = r'−r, so the average hole suffices:

n(u) = (1/N)∫ρ(r)n_xc(r,r+u)dr, with ∫n(u)du = −1.

The Ewald energy contains the pair interactions and, for each electron, half its interaction with its own images and background:

E_Ewald = ½∫∫ρ₂(r,r')v_E(r−r')drdr' + Nξ/2
= ½∫∫ρρ'v_E + (N/2)∫n(u)v_E(u)du + Nξ/2.

By the sum rule, ξ = −ξ∫n(u)du, so the last two terms combine:

E_Ewald = ½∫∫ρρ'v_E + (N/2)∫n(u)[v_E(u)−ξ]du.

The first term is the Hartree energy and the second the hole energy. The constant ξ has cancelled from the hole energy because the hole displaces one electron.

**3. The quadratic term**

Within one cell, the point charge and the background give Poisson's equation

∇²v_E = −4πδ(r) + 4π/V.

The second sign is positive because the background has charge density −1/V. Define the smooth part w(r) = v_E(r) − ξ − 1/r. Since ∇²(1/r) = −4πδ(r),

∇²w = 4π/V, w(0) = 0.

In three dimensions ∇²r² = 6, so (4π/V)(r²/6) = 2πr²/(3V) solves this equation. Any other solution differs from it by a harmonic function h:

v_E(r) = ξ + 1/r + 2πr²/(3V) + h(r), ∇²h = 0, h(0) = 0.

Hence c = 2π/3. The curvature averaged over directions is set by the background density; the images contribute no Laplacian inside the cell.

In a cube, h begins at fourth order. It is harmonic inside the sphere that reaches to the nearest image, and a harmonic function averaged over a sphere equals its value at the centre. The spherical average of h is therefore zero for every radius below the nearest-image distance. At r = 0.25L, with potentials in units of 1/L, w is 0.1432 along a cube axis and 0.1231 along a body diagonal. Its spherical average is 0.1309, equal to 2π(0.25)²/3.

In a non-cubic cell h may contain a quadratic part with zero trace. For a tetragonal cell with sides 1, 1 and 1.5, the ratio w/r² tends to 2.252 along x and y and to −0.315 along z as r → 0; at r = 0.02 the fourth-order term shifts these to 2.253 and −0.314. The term 2πr²/(3V) alone would give 1.396 in both directions. A spherical hole does not feel this anisotropy, since the average of h still vanishes. A non-spherical hole can, and the resulting quadrupole error is also of order 1/V.

**4. The energy error of a localized hole**

The interaction error must be distinguished from a change in the hole itself. For a uniform system, the structure factor S(k) describes the density fluctuations per electron, and the finite-cell hole is

n_N(u) = (1/V)Σ_G[S_N(G)−1]exp(iG·u), S_N(0) = 0,

where G runs over the reciprocal vectors of the cell. Assume that at these vectors S_N(G) equals the infinite-system S(G). Poisson summation then gives

n_N(u) = Σ_R n(u+R),

with n now the infinite-system hole and R the cell translations. The finite-cell hole is the periodic sum of the true one.

Because v_E is periodic, integrating n_N over one cell is the same as integrating n over all space. The error per electron, relative to the infinite system, is

Δe_Ewald = ½∫n(u)[v_E(u)−ξ−1/u]du.

For a spherical hole with negligible weight beyond u = L, the harmonic part drops out:

Δe_Ewald = ½ · [2π/(3V)]∫u²n(u)du = πM2/(3V), M2 = ∫u²n(u)du.

For a localized non-spherical hole in a cube, the first correction comes from the fourth-order part of h and scales as L⁻⁵, or N^(−5/3).

The sign has a direct meaning. Apart from the constant ξ, the Ewald repulsion exceeds 1/r on spherical average. The hole is a deficit of electrons, so an excess repulsion multiplied by a negative density lowers the energy. For a localized hole with M2 < 0, the Ewald hole energy is too negative.

**5. How screening sets the second moment**

For the uniform electron gas,

S(k) = 1 + ∫n(u)exp(−ik·u)du.

Expand the exponential to second order. The linear term vanishes by inversion, and the angular average of (k·u)² is k²u²/3:

S(k) = 1 + (−1) − k²M2/6 + ... = −k²M2/6 + ...

At long wavelength the density fluctuations are dominated by the plasmon, of frequency ω_p = √(4πn₀), with n₀ = N/V. The f-sum rule says that the frequency-weighted strength per electron is k²/2. If it all lies at ω_p, the unweighted strength is

S(k) = k²/(2ω_p).

Comparison gives M2 = −3/ω_p. Hence

Δe_Ewald = (π/3V)(−3/ω_p) = −π/(Vω_p).

From ω_p² = 4πN/V follows 1/V = ω_p²/(4πN), and so

Δe_Ewald = −ω_p/(4N).

At r_s = 1 bohr and k = 0.05k_F, where k_F is the Fermi wavevector, the random-phase approximation gives 0.997 times the plasmon value of S(k). This supports the coefficient at that level of theory.

The same error can be read in reciprocal space. The Ewald hole energy per electron is

e_N = ξ/2 + (1/2V)Σ_{G≠0}(4π/G²)[S(G)−1].

The −1 part and ξ/2 together reproduce the corresponding infinite-system integral, because ξ is the difference between v_E and 1/r at the origin. In the S part, the sum omits G = 0, although 4πS(k)/k² has the finite limit 2π/ω_p. The missing energy is (1/2V)(2π/ω_p) = π/(Vω_p), the error found above with its sign reversed.

**6. Why the Hartree term must keep v_E**

The parabola might suggest replacing v_E everywhere by the minimum-image interaction f(r) = 1/|r|, with r first translated to the cell centred on the origin. That would damage the Hartree energy.

Take a density wave cos(Gx) with m periods in the cell, G = 2πm/L. In an infinite crystal its Coulomb coefficient is 4π/G², and v_E has this same coefficient. For f the coefficient is I = ∫_cell cos(Gx)/r dr. Apply Green's identity to cos(Gx) and 1/r. The surface term with the normal derivative of cos(Gx) vanishes, because sin(mπ) = 0 on the x faces and the wave does not vary along the other normals. What remains is

G²I = 4π + ∮cos(Gx)∂_n(1/r)dS.

The flux of ∇(1/r) through the whole cube is −4π, hence −4π/6 through each face. On the two x faces the cosine is (−1)^m, and they contribute −(4π/3)(−1)^m. On the other four faces the oscillating integral falls off as 1/m². Thus

I/(4π/G²) → 1 − (−1)^m/3 for large m.

The ratio tends to 2/3 for even m and 4/3 for odd m. At m = 8 and 9 it is 0.667 and 1.333. A larger supercell of the same crystal increases m, so enlarging the cell does not cure the error for density waves directed along a cell axis. For a wave that varies along two or three axes, the integrand oscillates on every face and the ratio tends to 1.

**7. The model periodic Coulomb interaction**

The model periodic Coulomb (MPC) interaction uses v_E for the density and f for the hole:

H_MPC = Σ_{i<j}f(r_i−r_j) + Σ_i∫ρ(r')D(r_i−r')dr' − ½∫∫ρρ'D, D = v_E−f.

Its expectation value follows from the pair density of section 2:

E_MPC = ½∫∫ρρ'f + (N/2)∫n_N f + ∫∫ρρ'D − ½∫∫ρρ'D.

The D terms add to ½∫∫ρρ'(v_E−f). Their f part cancels the first term, leaving

E_MPC = ½∫∫ρρ'v_E + (N/2)∫n_N(u)f(u)du.

Here the hole integral runs over one cell. The one-body term is what allows the two interactions to be separated: a pair interaction by itself acts on ρρ' and on the hole alike. The density in H_MPC must be that of the state. If it differs by δρ, completing the square in the D terms leaves an additional energy −½∫∫δρδρ'D, second order in the density error.

Since f is also periodic, the remaining hole error is

Δe_MPC = ½∫n(u)[f(u)−1/u]du.

The bracket is zero throughout the central cell. There is no parabola for M2 to multiply, so the 1/N term is absent. Outside the cell f exceeds 1/u, because f uses the distance to the nearest image. The remaining error is therefore negative where n is negative, and it is controlled by the part of the hole outside the cell.

This removes an interaction error for a given hole. It does not correct the kinetic energy, nor any departure of the finite-cell hole from the periodic sum assumed in section 4.

**8. Weighing the terms for a localized hole**

Take r_s = 1 bohr, so n₀ = 0.2387 bohr⁻³ and ω_p = 1.732 hartree. As a model, let the hole be Gaussian:

n(u) = −(2πσ²)^(−3/2)exp[−u²/(2σ²)].

It integrates to −1 and has M2 = −3σ². The plasmon condition M2 = −3/ω_p then requires σ = 1/√ω_p = 0.760 bohr, which gives M2 = −1.732 bohr². The depth at u = 0 is 0.145 bohr⁻³, less than n₀, so the pair density remains positive. This hole obeys two constraints of the electron gas but is not its computed hole.

The Gaussian average of 1/u is √(2/π)/σ. The infinite-system energy per electron is therefore

e = −½√(2/π)/σ = −√(ω_p/(2π)) = −0.5250 hartree.

For N = 54, L = 6.093 bohr and V = 54/0.2387 = 226.2 bohr³. The terms discussed above have the following sizes per electron. They are not parts of a single sum: the constant cancels, the parabola is the Ewald error, and the tail is the MPC error.

The constant. Here ξ/2 = −2.837/(2 × 6.093) = −0.233 hartree. This would be the largest error, but the sum rule cancels it.

The parabola. It gives

π(−1.732)/(3 × 226.2) = −0.00802 hartree = −8.02 millihartree,

or −0.218 eV. This is 1.5% of the magnitude of the infinite-system hole energy. Direct integration over the cell with v_E gives the same −8.02 millihartree.

The harmonic part. It contributes nothing at the digits shown, as the spherical average requires.

The tail outside the cell. This is the MPC error, −0.003 millihartree.

The errors in millihartree per electron change with cell size as follows:

N = 16: Ewald −27.06, MPC −0.98
N = 54: Ewald −8.02, MPC −0.003
N = 128: Ewald −3.38, MPC below 0.00001 in magnitude
N = 250: Ewald −1.73, MPC below 0.00001 in magnitude

The Ewald column follows −ω_p/(4N) throughout. The MPC error reflects how well the hole fits: the distance L/2 to a cell face is 2.7σ for N = 16 and 4.0σ for N = 54. For this Gaussian the residue eventually falls faster than any power of N, whereas the Ewald error falls only as 1/N. The Ewald column depends only on M2, but the MPC column depends on the shape of the tail. The hole of the screened electron gas decays more slowly than a Gaussian and leaves a larger residue, so the MPC figures belong to this model alone.

**9. A hole that does not fit: free fermions**

The argument fails if M2 is infinite. Consider exchange alone in a free-fermion gas, averaged over twisted boundary conditions at fixed k_F, so that the allowed wavevectors fill the Fermi sphere evenly. The electron number then varies from twist to twist, and N denotes its mean. S(k) is the fraction of the sphere left uncovered by a copy displaced by k. For k < 2k_F the overlap volume is

2π∫_{k/2}^{k_F}(k_F²−z²)dz = 2π[2k_F³/3 − k_F²k/2 + k³/24].

Dividing by 4πk_F³/3 and subtracting from 1 gives

S(k) = 3k/(4k_F) − k³/(16k_F³).

The term linear in k replaces the k² of the screened gas. To find its effect in real space, start from the inverse Fourier transform of 1/k, which is 1/(2π²u²). Multiplication by k² corresponds to −∇², and ∇²u⁻² = 2u⁻⁴, so k transforms to −1/(π²u⁴). The non-oscillating tail of the exchange hole is

n_x(u) → −3/(4π²k_F u⁴).

Its second moment inside a radius R grows as −3R/(πk_F). With R of order L, the estimate M2/V becomes of order L⁻², or N^(−2/3).

The Ewald coefficient follows from the linear term of S. Its sum minus its integral is

Δe_Ewald ≈ (3π/2k_F)[(1/V)Σ_{G≠0}1/G − ∫d³k/((2π)³k)].

With G = 2πm/L, where m is now an integer vector, the bracket is 1/(2πL²) times the sum of 1/|m| minus its uniform background. With a common screening factor that is removed at the end, this is the definition of ξL. Thus, at leading order,

Δe_Ewald ≈ (3π/2k_F) · ξL/(2πL²) = 3ξ/(4k_F L).

For N = 54, with k_F = 1.919 bohr⁻¹, this gives

3(−2.837)/(4 × 1.919 × 6.093²) = −0.0299 hartree.

The finite sum gives −29.8 millihartree, 6.5% of the magnitude of the infinite-system exchange energy, −0.458 hartree.

MPC cannot repair this hole completely. Outside the cell the tail scales as 1/(k_F L⁴), the volume element as L³, and f−1/u as 1/L. Their product is 1/(k_F L²), again N^(−2/3). The tail also has a part oscillating at wavevector 2k_F, which is averaged down when k_F L is large.

At N = 54 the MPC error is −16.2 millihartree. At N = 1024 the errors are −4.20 for Ewald and −2.29 for MPC, so MPC leaves about 54% of the Ewald error there. Between N = 128 and 1024 both fall with a power of N close to −0.67.

At the same density, then, the parabola costs 8 millihartree for the localized model hole at N = 54 and MPC removes nearly all of it, while for the bare exchange hole MPC removes slightly less than half of a larger error. The difference lies in the hole: screening makes S(k) quadratic at small k and M2 finite, and this is the condition under which the Ewald error is of order 1/N. The numerical output gives the remaining digits and cell sizes.

Computed values

```
EWALD POTENTIAL, cube, L = 1 (potentials in 1/L)
xi = -2.837297; radius r = 0.25 L
v_E-xi-1/r on axis       0.143232
v_E-xi-1/r on diagonal   0.123067
v_E-xi-1/r sphere mean   0.130900
2 pi r^2/(3V)            0.130900
Tetragonal cell 1 x 1 x 1.5, (v_E-xi-1/r)/r^2 at small r:
along x 2.2529, along z -0.3141, mean 1.3972
MINIMUM-IMAGE / TRUE HARTREE COEFFICIENT, m periods in cell
m = 1: 1.2119
m = 2: 0.6750
m = 8: 0.6674
m = 9: 1.3327
ELECTRON GAS
r_s = 1.0 bohr, density = 0.238732 bohr^-3
kF = 1.919158 bohr^-1, omega_p = 1.732051 hartree
S_RPA/(k^2/2 omega_p) at k = 0.05 kF: 0.99675
GAUSSIAN HOLE
sigma = 0.759836 bohr, M2 = -1.732051 bohr^2
hole depth at u=0: 0.144734 bohr^-3
infinite-system hole energy = -0.525038 hartree/electron
N, L (bohr), Ewald energy, MPC energy (hartree/electron)
  16   4.0620   -0.552101   -0.526020
  54   6.0929   -0.533056   -0.525040
 128   8.1239   -0.528420   -0.525038
 250  10.1549   -0.526770   -0.525038
N, Ewald error, pi M2/(3V), MPC error (millihartree/electron)
  16   -27.0632   -27.0633   -0.98282
  54    -8.0188    -8.0188   -0.00291
 128    -3.3829    -3.3829   -0.00000
 250    -1.7321    -1.7321   -0.00000
Ewald error at N = 54: -0.2182 eV/electron
FREE-FERMION EXCHANGE HOLE, twist averaged
S at smallest G, N=54: count 0.3937, formula 0.3933
infinite-system exchange energy = -0.458165 hartree/electron
N, Ewald error, 3 xi/(4 kF L), MPC error (millihartree/electron)
  54   -29.7714   -29.8676   -16.1918
 128   -16.8158   -16.8005    -9.2037
1024    -4.2010    -4.2001    -2.2865
power of N, 128 to 1024: Ewald -0.6670, MPC -0.6697
```
